Convergence of core photoemission spectra with a discretized DMFT bath, part 1

(Sections cited here and not found follow in the second part.)

Core photoemission from an impurity model with a discretized DMFT bath

An X-ray photon removes an electron from a deep core level of a transition-metal atom in a solid. The hole left behind pulls the d level of that atom down by several eV, and it does so faster than the valence electrons can follow. They are left in a superposition of eigenstates of a new Hamiltonian. In some of these an electron has come in from the surrounding lattice to screen the hole, and in others it has not. The photoelectron carries away the remaining energy, so the line shape records how easily the lattice delivers charge to one site. The core hole stays on its atom. Within dynamical mean-field theory (DMFT) the rest of the crystal acts on that atom only through a hybridization function Δ(z), and this function is not changed by a perturbation on a single site. The task is therefore an Anderson impurity problem with a given continuous bath and a sudden local quench.

Model and spectrum

Atomic units are used in the algebra, the temperature is zero, and one-electron energies are measured from the chemical potential. The impurity has one orbital d with spin σ, the bath has levels ε_k with real couplings V_k, and the core level is structureless (no spin, no multiplet coupling):

H0 = −(U/2) n_d + U n_d↑ n_d↓ + Σ_kσ ε_k n_kσ + Σ_kσ V_k (d†_σ c_kσ + c†_kσ d_σ)
H_total = H0 + ε_c n_c − Q n_d (1 − n_c)

Here n_d = n_d↑ + n_d↓ and Q > 0 is the core-hole attraction. The core occupation n_c is conserved. With n_c = 1 the valence electrons see H0, with ground state g and energy E_g. With n_c = 0 they see

H1 = H0 − Q n_d,

with eigenstates f and energies E_f. In the sudden approximation the photoelectron does not interact with what it leaves behind and its matrix element is a constant, so the golden rule gives a line of weight |⟨f|g⟩|² at binding energy E_B = E_f − (E_g + ε_c). Define ω = E_B + ε_c = E_f − E_g, the binding energy counted from the bare core level; negative ω means lower binding energy. Decay of the core hole is represented by a constant half-width Γ, which turns each line into a Lorentzian. Since −Im[1/(x + iΓ)]/π = (Γ/π)/(x² + Γ²),

A(ω) = −(1/π) Im G(ω + iΓ),   G(z) = Σ_f |⟨f|g⟩|²/(z + E_g − E_f) = ⟨g|(z + E_g − H1)⁻¹|g⟩.   (1)

The line weights sum to one. Their first two moments follow from (H1 − E_g)g = −Q n_d g:

m1 = ⟨g|(H1 − E_g)|g⟩ = −Q⟨n_d⟩,   m2 − m1² = Q²(⟨n_d²⟩ − ⟨n_d⟩²).   (2)

These are moments of the lines, not of the broadened curve, whose Lorentzian tails have no second moment.

The input Δ

The bath is summarized by Δ(z) = Σ_k V_k²/(z − ε_k) = ∫dε ρ_Δ(ε)/(z − ε). The quadrature and the Lanczos recursion below accept any ρ_Δ; the particle-number sector used with them assumes particle-hole symmetry and has to be determined anew without it. Two cases on the half-filled Bethe lattice are used because they are known in closed form. With Z neighbours and hopping t/√Z, removing one site disconnects the branches, so Δ is the sum over neighbours of (t²/Z) times the Green function of the neighbour in the cut lattice. For Z → ∞ the cut changes that function by a relative amount 1/Z, higher bath correlations vanish in the same limit, and Δ = t² G_loc.

At U = 0, G_loc = 1/(z − Δ), so g = G_loc obeys g = 1/(z − t²g), that is t²g² − zg + 1 = 0. The root that falls as 1/z is, with D = 2t,

g_sc(z) = 2[z − √(z² − D²)]/D²,   density (2/πD²)√(D² − ε²).   (3)

This is the exact DMFT metal at U = 0, with Δ = t² g_sc.

For U ≫ D the bath has a filled band near −U/2 (its part of Δ is called Δ^<) and an empty band near +U/2 (Δ^>). To leading order the ground state has one d electron and a filled lower band. Counted from the filled band, its energy is E_g = −U/2. The removal Green function is the diagonal element of (z − E_g + H0)⁻¹ in the state with d empty. That state has energy 0 and gives the denominator z + U/2. It couples with strength V_k to states with d refilled by spin σ′ and a hole in level k, of energy −U/2 − ε_k and denominator z − ε_k. All further states lie an energy of order U higher and are dropped. Both spins can refill the empty orbital, so eliminating these states gives

g(z) = 1/[z + U/2 − 2Δ^<(z)].

In the paramagnet the electron has a given spin with probability ½, so G^<_σ = g/2 and Δ^< = t²g/2. Then g = 1/(z + U/2 − t²g), which is (3) shifted: Δ^<(z) = (t²/2) g_sc(z + U/2), and by particle-hole symmetry Δ^>(z) = (t²/2) g_sc(z − U/2). This is the leading large-U solution only. The program computes t²G^< from the impurity model and compares it with Δ^< at Im z = 0.5 eV across the lower band. The largest deviation, relative to the largest |Δ^<|, is 5 × 10⁻⁴ at U = 200 eV (tested to be below 10⁻²) and 0.013 at the working value U = 4 eV, with D = 1 eV. A broadening of 0.5 eV smooths the band edges, so the check does not test their shape in detail; at Im z = 0.2 eV, the broadening used for the spectra, the deviation at U = 4 eV is about 0.03. The convergence errors quoted below are measured for this model Δ and do not include its departure from self-consistency.

The naive scheme and its three faults

The direct route is to cut ρ_Δ into equal bins, put one level in each, diagonalize H0 and H1 and evaluate the sum in (1). With n levels below and n above the Fermi level there are 2n + 1 orbitals per spin. At half filling the ground state lies in the sector N↑ = n + 1, N↓ = n, of dimension C(2n+1, n)², which is 1225 at n = 3 and grows by a factor approaching 16 for each added pair of levels. A smooth spectrum needs a level spacing of order Γ or smaller, hence n of order D/Γ or larger. Three things go wrong. All eigenstates of H1 are computed although only a broadened sum is wanted. Equal bins converge only algebraically. The many-body space cannot be stored at the n that is needed. Each fault has its own cure, and each cure brings a parameter that has to be converged.

First fault: eigenstates. Lanczos with a stopping bound

Let H = H1 − E_g, real and symmetric, and v_1 = g. The Lanczos recursion builds orthonormal vectors with

H v_m = b_{m−1} v_{m−1} + a_m v_m + b_m v_{m+1},   b_0 = 0.

The first step gives a_1 = ⟨g|H|g⟩ = m1 and b_1² = |Hg − a_1 g|² = m2 − m1², so (2) is read off directly. Collect v_1 … v_M as the columns of W and let T be the tridiagonal matrix of a_1 … a_M and b_1 … b_{M−1}. The recursion reads HW = WT + b_M v_{M+1} e_Mᵀ. With R = (z − T)⁻¹,

(z − H) W R e_1 = W (z − T) R e_1 − b_M v_{M+1} e_Mᵀ R e_1 = v_1 − b_M R_M1 v_{M+1}.

Multiplying by 𝒢 = (z − H)⁻¹ and rearranging,

𝒢 v_1 = W R e_1 + b_M R_M1 𝒢 v_{M+1}.

Projection on v_1 gives G = R_11 + b_M R_M1 v_1ᵀ𝒢 v_{M+1}. Projection on v_{M+1}, which is orthogonal to the columns of W, gives v_{M+1}ᵀ𝒢 v_1 = b_M R_M1 γ with γ = v_{M+1}ᵀ𝒢 v_{M+1}. Because H is real symmetric, 𝒢 is a symmetric matrix and the two mixed elements are equal. Hence

G − G_M = (b_M R_M1)² γ,   G_M = R_11.   (4)

Both R_11 and R_M1 can be updated step by step. Write z − T = L 𝒟 Lᵀ with 𝒟 = diag(d_m) and L unit lower bidiagonal with entries l_m below the diagonal. The off-diagonal element requires l_m d_m = −b_m, and the diagonal requires d_m + l²_{m−1} d_{m−1} = z − a_m, so

d_m = z − a_m − b²_{m−1}/d_{m−1}.   (5)

Since Im(−b²/d) = b² Im d/|d|² is positive when Im d is, induction from Im d_1 = Γ gives Im d_m ≥ Γ, and no division fails. The vector y = L⁻¹e_1 has y_1 = 1 and y_{m+1} = −l_m y_m = (b_m/d_m) y_m. From R = L⁻ᵀ𝒟⁻¹L⁻¹ and L⁻¹e_M = e_M one gets R_11 = Σ y_m²/d_m and R_M1 = y_M/d_M. Defining P_m = Π_{k≤m}(b_k/d_k)² with P_0 = 1,

G_M = Σ_{m=1..M} P_{m−1}/d_m,   G − G_M = P_M γ,   |G − G_M| ≤ |P_M|/Γ.   (6)

The bound holds because γ is a weighted average of 1/(z − E) over real E, and each such term has modulus at most 1/Γ. The recursion is stopped when |P_M|/Γ is below 10⁻⁶ eV⁻¹ on the whole frequency window. The derivation assumes exact orthogonality, which rounding erodes in long runs. The program therefore tests the identity and the bound at M = 8 in the full n = 2 insulator against dense diagonalization, and tests converged runs against independent results. At M = 8 the largest error is 0.007 eV⁻¹ and the largest bound 0.275 eV⁻¹. The bound is safe but loose: by (6) error and bound differ by the factor Γ|γ|, which is small when v_{M+1} has its weight far from z.

Two consequences of (6) are needed for the bath. First, at large |z| one has d_k ≈ z, so P_M ≈ Πb_k²/z^{2M} and γ ≈ 1/z. Comparing with G = Σ_j m_j/z^{j+1}, the approximant G_M has the exact moments m_0 … m_{2M−1} and misses m_{2M} by Πb_k² > 0. Second, if a_m → a and b_m → b, then (5) tends to the map d → z − a − b²/d. Its fixed points satisfy (d/b)² − 2w(d/b) + 1 = 0 with w = (z − a)/2b. The slope of the map is b²/d², so the attracting root is the one with |d/b| > 1:

ρ(z) = |w + √(w² − 1)| > 1,   |P_M| ∝ ρ^(−2M).   (7)

Second fault: equal bins. Gauss quadrature on each side of the Fermi level

The ground state can be written as e^{−τH0} acting on the decoupled state (one d electron, bath filled up to the Fermi level), followed in (1) by real-time evolution with H1. Expanding both in V_k and applying Wick's theorem to the free bath leaves two kinds of contraction: a hole line, summing to Σ V_k² e^{+ε_k s} over occupied levels, and an electron line, summing to Σ V_k² e^{−ε_k s} over empty levels, with s a complex time difference. The spectrum therefore depends on Δ^< and Δ^> separately. A level that collects weight from both sides of the Fermi level spoils both, however well it represents their sum.

With the two sides separated, equal bins of width δ with levels ε_k at the midpoints and weights V_k² = ρ_Δ(ε_k)δ apply the midpoint rule to F(ε) = ρ_Δ(ε)/(z − ε). Taylor expansion gives an error δ³F″/24 per bin, and the sum over bins is (δ²/24)[F′(upper end) − F′(lower end)]. The end terms do not vanish at the Fermi level, and at a square-root band edge F′ diverges. There the formula fails and the error falls as δ^(3/2). Taking V_k² as the integral of ρ_Δ over the bin removes this edge term but leaves an error of order δ². Equal bins thus leave an error in Δ^≶(z) that falls only as a power of n.

Equation (6) supplies a better rule. Regard multiplication by ε as the operator, and √ρ_Δ on one side, normalized by its weight μ_0, as the start vector. Its resolvent is Δ^≶(z)/μ_0. After n Lanczos steps, diagonalize T with eigenvalues ε_k and eigenvectors u_k. Then R_11 = Σ_k u_k(1)²/(z − ε_k), which is the hybridization of a star of n levels with

V_k² = μ_0 u_k(1)².

This is Gauss quadrature for the measure ρ_Δ dε. It keeps 2n moments on each side, its weights are positive, and its levels lie inside the band because they are Rayleigh quotients of ε. For the half semicircle with n = 3 the program finds the moment of order 5 correct to rounding and that of order 6 off by 1.42 × 10⁻⁴ eV⁶. For a full semicircle, iterating g = 1/(z − t²g) gives a continued fraction with a_m = 0 and b_m = D/2 for all m, so (7) applies with w = z/D. For z = x + iΓ with small Γ, ln ρ = Re arccosh w, and the derivative 1/√(w² − 1) = 1/[i√(1 − x²/D²)] times the step iΓ/D gives

ln ρ ≈ Γ/√(D² − x²).

Convergence is slowest at the band centre, where ρ = Γ/D + √(1 + Γ²/D²) exactly. A relative accuracy η needs n ≈ (D/2Γ) ln(1/η). For D = 1 eV and Γ = 0.2 eV, ρ = 0.2 + 1.0198 = 1.2198 and 2 ln ρ = 0.3974; the decay rate seen between n = 10 and n = 20 is 0.3961 (tested within 2%). As Γ → 0 the required n diverges, because no finite set of poles represents a cut on the real axis.

Third fault: dimension. Truncation by configuration level

Define the level operator as the number of valence holes plus the number of conduction electrons,

L̂ = 2n − N_val + N_cond,

summed over spin, and keep determinants with L̂ ≤ K. For each spin let h and e be the hole and electron numbers and l = h + e. Particle number fixes n_d↑ = 1 + h − e and n_d↓ = h − e. For even l one has h = e, with d↑ occupied and d↓ empty. For odd l the up string has e = h + 1 and d↑ empty, and the down string has h = e + 1 and d↓ occupied. The number of strings is C(n,m)² at l = 2m and C(n,m)C(n,m+1) at l = 2m + 1 for either spin. The space is the union of product blocks (l↑, l↓) with l↑ + l↓ ≤ K. For K = 3 the count is

1 + 2n + 3n² + 2n³ + 2n·C(n,2),

where level 2 has the blocks (2,0), (1,1), (0,2) and level 3 has (2,1), (1,2), (3,0), (0,3). At n = 24 this is 1 + 48 + 1728 + 27648 + 13248 = 42673. The growth is n^K instead of 16^n.

Each hop moves one electron between d and one bath level, so it changes l_σ by ±1 and H is block tridiagonal in the level. Order the orbitals d, valence, conduction, with all up operators to the left of all down operators. Then c†_k d acting on a string with d occupied and k empty gives the sign (−1)^p, where p counts the occupied orbitals between d and k: d stands first and is removed without a sign, and c†_k must pass p operators. A hop is bilinear and passes the operators of the other spin without a sign. The off-diagonal blocks are therefore Kronecker products of a one-spin hopping matrix with a unit matrix, and everything else is diagonal.

Let P_K project on L̂ ≤ K and replace H0 and H1 by P_K H0 P_K and P_K H1 P_K. Three properties follow.

Spin is conserved. L̂ contains only spin-summed number operators, so P_K commutes with S². A cut on each spin separately would not: S² connects the state (d↑, hole k↓, electron m↓) in block (0,2) with (d↓, hole k↓, electron m↑) in block (1,1), and the rule l_σ ≤ 1 would keep one and drop the other.

The energy is variational. The spaces are nested, so the minimum of the Rayleigh quotient E_g(K) cannot rise with K and stays at or above the exact value. No such statement holds for A(ω).

The moments (2) survive. The operator n_d is diagonal in determinants, so P_K n_d g = n_d g for the truncated ground state g, and the derivation of (2) goes through unchanged with truncated averages. Equation (2) thus checks the code but cannot detect a K that is too small.

There is also a symmetry. The map d_σ → d†_{−σ}, c_kσ → −c†_{k̄,−σ}, with k̄ the level at −ε_k, leaves the hopping term unchanged, since −(d c† + c d†) = c†d + d†c. It turns the local term into −(U/2)(2 − n_d) + U(1 − n_d↑)(1 − n_d↓), which equals the original. It exchanges holes and electrons, keeps L̂, and maps the sector onto itself. A non-degenerate ground state of the sector then has ⟨n_d⟩ = 1 and m1 = −Q at every K. By the parity rule, n_d differs from 1, by ±1, exactly when the total level is odd, so var(n_d) equals the ground-state weight in odd levels.

For n = 2 the program builds H from Jordan–Wigner matrices without using strings. It tests dimension, E_g, G(z), ⟨S²⟩ = 3/4 and [P_K, S²] = 0 for K = 2 and for the full space, and tests that the ground level of the whole Fock space is a doublet belonging to this sector.

How large K must be

The mean level can be expressed exactly. From [H0, c†_kσ] = ε_k c†_kσ + V_k d†_σ and H0 g = E_g g,

(H0 − E_g − ε_k) c†_kσ g = V_k d†_σ g.

As g is a ground state of the whole Fock space, H0 − E_g ≥ 0, and for ε_k < 0 the operator on the left can be inverted. The squared norm of c†_kσ g is the hole occupation, so

inverting the relation above will give the hole occupations and, from them, the mean level. This part has set up the Lanczos error bound, the Gauss quadrature of the bath and the truncation by level; it remains to find how large K must be and to test the scheme on a metal and a Mott insulator.
